# Vacancy enhancement by solutes and segregation to a spectrum of boundary sites

## The two results

Let $\beta=1/k_BT$. In an ideal dilute alloy with solute fraction $c$, the equilibrium fraction of vacant lattice sites, as long as vacancies are rare and independent, is

$$c_v=e^{-\beta g_f}\prod_{j}\left[1+c\left(e^{\beta b_j}-1\right)\right].\tag{1}$$

Here $g_f$ is the free energy of forming a vacancy in the pure host, and $b_j$ is the binding free energy of a solute on site $j$ near the vacancy, positive for attraction. For $Z$ equivalent neighbours, the part linear in $c$ is the Lomer equation:

$$c_v\simeq e^{-\beta g_f}\left[1-Zc+Zc\,e^{\beta b}\right].\tag{2}$$

For a grain boundary whose sites have segregation energies $e$ with normalized density $F(e)$, the mean solute occupation is

$$X=\int \frac{F(e)\,de}{1+\dfrac{1-x_c}{x_c}\,e^{\beta e}},\tag{3}$$

where $x_c$ is the solute fraction in the bulk crystal and $e<0$ means attraction to the boundary. This is the Langmuir-McLean isotherm averaged over the spectrum.

Energies are in eV and temperatures in K. The quantities $g_f$, $b_j$ and $e$ may contain vibrational entropy, but not the entropy of arranging vacancies and solutes, which is counted explicitly below.

## One vacancy and one solute

Take a crystal of $M$ atoms, one of them a solute, at fixed temperature and pressure. Forming a vacancy removes no atom from the crystal: the displaced atom goes to a kink site at the surface. The number of lattice sites therefore rises from $M$ to $M+1$. The cost is $g_f$ if the solute is far away and $g_f-b$ if it is one of the $Z$ neighbours.

Without a vacancy the solute has $M$ possible positions of equal weight. Apart from a common factor, the partition function is $Q_0=M$. With one vacancy there are $M+1$ positions for the vacancy. For each, the solute has $Z$ positions of weight $e^{\beta b}$ and $M-Z$ of weight 1. Hence

$$\frac{Q_1}{Q_0}=(M+1)e^{-\beta g_f}\,\frac{M-Z+Ze^{\beta b}}{M}
=(M+1)e^{-\beta g_f}\left[1-\frac ZM+\frac ZM e^{\beta b}\right].\tag{4}$$

Since $c=1/M$, the bracket is that of Lomer. The term $-Zc$ removes the neighbour positions from the unbound count, and $+Zc\,e^{\beta b}$ puts them back with their proper weight. If $b=0$ the two cancel, as they must.

To pass from one vacancy to an equilibrium number, let the vacancies be so rare that they are independent. With $\lambda=Q_1/Q_0$, the weight of $n$ vacancies is $Q_n/Q_0=\lambda^n/n!$, where $n!$ removes the labelling of identical vacancies. The mean number is

$$\langle n\rangle=\frac{\sum_n n\lambda^n/n!}{\sum_n\lambda^n/n!}
=\frac{\lambda e^\lambda}{e^\lambda}=\lambda .$$

The site fraction is $\lambda/(M+\lambda)\simeq\lambda/M$, because $\lambda\ll M$. For large $M$ the prefactor $(M+1)/M$ tends to 1.

## Many solutes around the vacancy

Now let there be $N_B=cM$ solutes. Two assumptions enter. Away from vacancies, the energy does not depend on how the solutes are arranged. Near a vacancy, the bindings add. Let $s_j=1$ if neighbour site $j$ holds a solute and $s_j=0$ otherwise, and define $a_j=e^{\beta b_j}-1$. Then

$$e^{\beta\sum_j b_js_j}=\prod_j e^{\beta b_js_j}=\prod_j(1+a_js_j),$$

because each factor equals 1 for $s_j=0$ and $e^{\beta b_j}$ for $s_j=1$. Repeating the count of the previous section gives

$$\frac{Q_1}{Q_0}=(M+1)e^{-\beta g_f}\Big\langle\prod_j(1+a_js_j)\Big\rangle ,$$

where the average runs over all equally weighted placements of $N_B$ solutes on the $M$ occupied sites.

Expand the product. A term containing $k$ different sites survives if all $k$ hold solutes. Filling them one after another without replacement gives the probability of this:

$$\langle s_{j_1}\cdots s_{j_k}\rangle=
\frac{N_B}{M}\,\frac{N_B-1}{M-1}\cdots\frac{N_B-k+1}{M-k+1}.\tag{5}$$

For $N_B=1$ every term with $k\ge2$ vanishes, which recovers (4). For $M\to\infty$ at fixed $c$, each of the $k$ factors tends to $c$, so that

$$\Big\langle\prod_j(1+a_js_j)\Big\rangle\to1+c\sum_ja_j+c^2\sum_{i<j}a_ia_j+\cdots=\prod_j(1+ca_j).$$

This is (1). The finite-crystal average was tested by listing all placements of one, two and three solutes around a vacancy in a periodic fcc cell, with attraction in the first neighbour shell and repulsion in the second.

**What the linear form leaves out.** For $Z$ equal neighbours with $a=e^{\beta b}-1$,

$$(1+ca)^Z=1+Zca+\tfrac12Z(Z-1)(ca)^2+\cdots .$$

The Lomer equation keeps the first two terms. Relative to the linear term, the next one is $\tfrac12(Z-1)ca$. It comes from pairs of neighbour sites that both hold a solute, each pair entering with the factor $a^2$. For strong attraction and $Zc\ll1$ this is close to the weight of vacancies with two solute neighbours; in general the two differ. A sufficient condition for (2) is $Zc|a|\ll1$.

The sign of the error follows from Bernoulli's inequality, $(1+y)^Z\ge1+Zy$ for $y\ge-1$. It holds for $Z=1$, and if it holds for $Z$, then

$$(1+y)^{Z+1}\ge(1+Zy)(1+y)=1+(Z+1)y+Zy^2\ge1+(Z+1)y .$$

With $y=ca>-1$, truncation underestimates the vacancy fraction of this model for attraction and repulsion alike.

**Two limits in the binding.** For strong repulsion, $e^{\beta b}\to0$ and (1) gives the factor $(1-c)^Z$, the probability that all $Z$ neighbours of a randomly chosen site are host atoms. The linear form gives $1-Zc$, which becomes negative for $c>1/Z$. For strong attraction, $ca\gg Z$, the factor tends to $(c\,e^{\beta b})^Z$, so

$$c_v\to c^Z e^{-\beta(g_f-Zb)} .$$

The vacancy is then surrounded by solutes. Equation (1) still requires rare, independent vacancies, so $g_f$ must at least be large enough that $Zc_v/c\ll1$, and this is far from sufficient. In fcc, two second-neighbour vacancies share four neighbour sites. Each shared site raises the weight of the pair, relative to two separate vacancies, by $(1-c+c\,e^{2\beta b})/(1-c+c\,e^{\beta b})^2\to1/c$. With six such positions, independence already needs $6c_v/c^4\ll1$. Additive binding is also most doubtful here: if neighbouring solutes repel or attract each other, each cluster needs its own free energy.

## Who sits next to the vacancy

The factor for one neighbour site can be written $1-c+c\,e^{\beta b_j}$. It is a sum over two states, host atom and solute. The solute's share is

$$x_j=\frac{c\,e^{\beta b_j}}{1-c+c\,e^{\beta b_j}}
=\frac{\partial\ln c_v}{\partial(\beta b_j)} .\tag{6}$$

The second equality holds because only the factor $j$ in (1) depends on $b_j$. Dividing $x_j$ by $1-x_j=(1-c)/(1-c+c\,e^{\beta b_j})$ gives

$$\frac{x_j}{1-x_j}=\frac{c}{1-c}\,e^{\beta b_j}.$$

This is a Langmuir-McLean isotherm with segregation energy $e=-b_j$: the vacancy acts as a small interface with a few sites.

The same derivative gives the temperature dependence. If $g_f$ and $b_j$ do not depend on temperature, then at fixed $c$

$$-\frac{d\ln c_v}{d\beta}=g_f-\sum_jb_jx_j .\tag{7}$$

The Arrhenius slope is the formation energy less the mean binding energy of the solutes present. It changes with temperature because $x_j$ does.

**Where independence fails.** Solutes held by vacancies are missing from the matrix, and two vacancies may share a solute. Both effects are proportional to the number of vacancies. One check is that the share of solute next to vacancies is small. It is necessary for (6) under attraction. It is not necessary for (1) when solutes are far rarer than vacancies, since they then hardly affect $c_v$. It is not sufficient, because it does not measure sharing. The check reads

$$\frac{c_v\sum_jx_j}{c}\ll1 .$$

An infinite chain of host atoms, solutes and vacancies, in which each site has two neighbours, can be solved by a transfer matrix with no assumption of independence. For $k_BT=1$, $c=0.02$ and $b=3$, the exact $c_v$ differs from (1) by a relative $-9.9\times10^{-5}$ at $g_f=12$ and $-1.34\times10^{-5}$ at $g_f=14$. The ratio is $7.39$, which agrees with $e^2$, so the correction scales as $e^{-\beta g_f}$. Its prefactor is about $-16$, since $e^{-12}=6.1\times10^{-6}$: small vacancy fractions do not imply equally small errors. The chain also served to test (6) and (7). At $g_f=18$ its exact slope and formula (7) both give $16.2556$.

## Numbers for an fcc vacancy

Take round model parameters: $Z=12$, $g_f=0.70$ eV, $b=0.15$ eV and $T=600$ K. Then $k_BT=0.0517$ eV, $e^{\beta b}=18.195$ and $a=17.195$. The pure host has $e^{-\beta g_f}=1.32\times10^{-6}$.

At $c=10^{-3}$ the Lomer factor is $1+12\times0.017195=1.206$, while the product is $(1.017195)^{12}=1.227$. The linear form misses little.

At $c=10^{-2}$ the two factors are

$$1+12\times0.17195=3.06,\qquad(1.17195)^{12}=6.71 .$$

The vacancy fractions are $4.0\times10^{-6}$ and $8.9\times10^{-6}$. One per cent of solute is thus not dilute for this purpose: $Zca=2.06$ is not small. Equation (6) gives the reason directly. Each neighbour site is occupied with probability $0.17195+0.01=0.18195$ divided by $1.17195$, or $0.155$, so a vacancy has on average $12\times0.155=1.86$ solute neighbours. Clusters with several solutes cannot be neglected.

The Arrhenius slope is $0.70-0.15\times1.863=0.42$ eV, far below $g_f$. The share of solute next to vacancies is $1.65\times10^{-3}$, so the matrix is hardly depleted. Sharing is the larger correction. A site next to two vacancies raises the weight of the pair by $(0.99+0.01\times18.195^2)/1.17195^2=3.13$, and the six second-neighbour positions, with four shared sites each, alone change $c_v$ by a relative $6\,(3.13^4-1)\,c_v\approx5\times10^{-3}$.

That the bindings add remains an assumption, and it matters at this composition because clusters with several solutes are common. It cannot be extended without limit, since $Zb=1.8$ eV exceeds $g_f$. Put vacancies on all cube corners of the fcc lattice, so that no two are adjacent and each face-centre atom has four vacancy neighbours. With the matrix as reservoir, the free energy per vacancy is $g_f-3k_BT\ln(1-c+c\,e^{4\beta b})=0.70-1.09=-0.39$ eV at $c=10^{-2}$, and $-0.03$ eV at $c=10^{-3}$. Taken literally, the additive model prefers this ordered phase. The numbers above therefore describe isolated vacancies in a state that is only metastable within the model, and they apply to an alloy only if the binding saturates in larger clusters.

## One boundary site

Let a bulk crystal with $N$ sites be joined to one boundary site, with $n$ solutes in all. Define $e$ as the free energy change when a bulk solute and the host atom on the boundary site exchange places. If the boundary site holds a host atom, the solutes can be arranged in $\binom Nn$ ways. If it holds a solute, $n-1$ remain in the bulk, with $\binom N{n-1}$ arrangements, each of weight $e^{-\beta e}$. The ratio of the probabilities is

$$\frac{x}{1-x}=\frac{\binom N{n-1}}{\binom Nn}e^{-\beta e}
=\frac{n}{N-n+1}\,e^{-\beta e}\to\frac{x_c}{1-x_c}\,e^{-\beta e},\tag{8}$$

for a large bulk with $n/N\to x_c$. This is the Langmuir-McLean isotherm. Its prefactor $x_c/(1-x_c)$ is the ratio of the numbers of bulk arrangements. Taking a solute from the bulk therefore changes the configurational free energy by $-k_BT\ln[x_c/(1-x_c)]$, which is a cost for $x_c<1/2$.

## A spectrum of sites

For many boundary sites, let solutes interact only by excluding one another from a site. In a large system at equilibrium, all sites share the same exchange potential $\Delta\mu$, the free energy of replacing a host atom by a solute. Measure it from the replacement energy in the bulk. A site of energy $e$ then has relative solute weight $e^{\beta(\Delta\mu-e)}$. For a bulk site $e=0$, so $e^{\beta\Delta\mu}=x_c/(1-x_c)$. With

$$u=\ln\frac{x_c}{1-x_c},\qquad x(e)=\frac1{1+e^{\beta e-u}},$$

each site obeys (8), and averaging $x(e)$ over $F(e)$ gives (3). If $F$ is concentrated at one energy, (8) returns.

Two temperature limits at fixed $x_c$ show the content. For $\beta\to0$ with bounded $e$, $X\to x_c$: there is no enrichment. For $\beta\to\infty$, $x(e)$ tends to 1 for $e<0$ and to 0 for $e>0$, so $X$ tends to the fraction of attractive sites. This second limit requires that the bulk can supply the solute.

In a closed sample, let $f$ be the fraction of all sites that lie in the boundary. Conservation of solute requires

$$x_{\rm tot}=(1-f)x_c+fX(x_c).\tag{9}$$

Since $dx/du=x(1-x)>0$, $X$ rises with $x_c$. The right side rises from 0 to 1, so for $0<x_{\rm tot}<1$ there is one solution.

The shared exchange potential replaces the fixed number of solutes by a fixed mean. Direct counting at fixed number, for a bulk and five kinds of boundary site, tested the result: the largest occupation error is $1.28\times10^{-3}$ for 2000 sites and $6.4\times10^{-4}$ for 4000. It halves when the system doubles.

## Why one energy is not enough

Define an effective energy by forcing the mean occupation into the one-energy form:

$$\frac X{1-X}=e^{u-\beta e_{\rm eff}},\qquad
e_{\rm eff}=k_BT\left[u-\ln\frac X{1-X}\right].$$

Let angle brackets now mean averages over $F$. Then $dX/du=\langle x(1-x)\rangle$, and $d\ln[X/(1-X)]=dX/[X(1-X)]$, so

$$\frac{de_{\rm eff}}{du}=k_BT\left[1-\frac{\langle x(1-x)\rangle}{X(1-X)}\right].$$

With $\langle x^2\rangle=X^2+\mathrm{Var}(x)$ the numerator is $X-X^2-\mathrm{Var}(x)$. Therefore

$$\frac{de_{\rm eff}}{du}=k_BT\,\frac{\mathrm{Var}(x)}{X(1-X)}\ge0.\tag{10}$$

The apparent attraction weakens as solute is added, although the solutes do not interact: the most attractive sites fill first. Since $x(e)$ is strictly decreasing in $e$, the variance vanishes only for a single energy. A concentration-dependent $e_{\rm eff}$ is therefore not by itself evidence of solute-solute repulsion. Finite differences of $e_{\rm eff}$ were tested against (10).

**Dilute and full limits.** For $x_c\to0$, $x\simeq x_ce^{-\beta e}$ and $X\simeq x_c\langle e^{-\beta e}\rangle$. For $x_c\to1$, $1-x\simeq e^{-u+\beta e}$ and $1-X\simeq e^{-u}\langle e^{\beta e}\rangle$. If these averages are finite,

$$e_{\rm eff}\to-k_BT\ln\langle e^{-\beta e}\rangle,\qquad
e_{\rm eff}\to+k_BT\ln\langle e^{\beta e}\rangle .$$

For a Gaussian of mean $m$ and width $\sigma$, complete the square:

$$-\frac{(e-m)^2}{2\sigma^2}-\beta e=-\frac{(e-m+\beta\sigma^2)^2}{2\sigma^2}-\beta m+\frac{\beta^2\sigma^2}2 .$$

The first term integrates to the same norm as before, so $\langle e^{-\beta e}\rangle=e^{-\beta m+\beta^2\sigma^2/2}$. Changing the sign of $\beta$ gives the other average. Thus $e_{\rm eff}$ runs from $m-\sigma^2/2k_BT$ to $m+\sigma^2/2k_BT$.

In the dilute limit $\ln(X/x_c)=-\beta m+\beta^2\sigma^2/2$. If $m$ and $\sigma$ do not depend on temperature, its slope, $-d\ln(X/x_c)/d\beta=m-\sigma^2/k_BT$, differs from $e_{\rm eff}$: an energy read from a temperature plot is not the energy that gives the enrichment.

## Numbers for a Gaussian boundary

Take $m=-0.10$ eV, $\sigma=0.15$ eV and $T=600$ K, again as model values. Then $\sigma^2/2k_BT=0.0225/0.1034=0.218$ eV, and the limits are $-0.318$ and $+0.118$ eV. Between them:

| $x_c$ | $X$ | $e_{\rm eff}$ (eV) |
|---|---|---|
| $10^{-6}$ | $3.9\times10^{-4}$ | $-0.309$ |
| $10^{-4}$ | $0.0171$ | $-0.267$ |
| $10^{-2}$ | $0.216$ | $-0.171$ |
| $0.5$ | $0.716$ | $-0.048$ |

Suppose a single energy is fitted at $x_c=10^{-2}$, giving $-0.171$ eV. Used at $x_c=10^{-4}$, it predicts $X=2.7\times10^{-3}$. The spectrum gives $1.71\times10^{-2}$, larger by a factor of 6.3, because the strongly attractive sites are already mostly full at $x_c=10^{-2}$, so the fitted energy hardly registers how strong their attraction is.

For a closed sample with $x_{\rm tot}=0.01$ and $f=0.02$, solving (9) gives $x_c=0.00651$ and $X=0.181$. The balance is

$$0.98\times0.00651+0.02\times0.181=0.00638+0.00362=0.0100 .$$

The boundary holds 36% of the solute. With every site at the mean energy, it would hold 12%, with $X=0.059$. At fixed mean, the width of the spectrum thus triples the boundary's share here.

These figures rest on a fixed spectrum and noninteracting solutes. At $X=0.18$, if the site energies are spatially uncorrelated, each boundary neighbour of a segregated solute is itself a solute with probability $0.18$, so a real boundary may need interaction terms. The Gaussian also has an unbounded attractive tail. The dilute limit weights energies around $m-\sigma^2/k_BT=-0.54$ eV, nearly three widths below the mean, and a real boundary may have no such sites. The complete numerical output follows.

## Numbers as computed

```
temperature = 600 K, kT = 0.051704 eV
fcc neighbours Z = 12
g_f = 0.70 eV, binding b = 0.15 eV
exp(b/kT) = 18.1947
pure-host vacancy fraction = 1.3190e-06
solute fraction c = 1e-04:
  enhancement: Lomer 1.0206, product 1.0208
  vacancy fraction: Lomer 1.3463e-06, product 1.3465e-06
  neighbour occupation = 0.00182, solutes per vacancy = 0.0218
  solute share next to vacancies = 2.93e-04
  Arrhenius slope = 0.6967 eV
solute fraction c = 1e-03:
  enhancement: Lomer 1.2063, product 1.2270
  vacancy fraction: Lomer 1.5912e-06, product 1.6185e-06
  neighbour occupation = 0.01789, solutes per vacancy = 0.2146
  solute share next to vacancies = 3.47e-04
  Arrhenius slope = 0.6678 eV
solute fraction c = 1e-02:
  enhancement: Lomer 3.0634, product 6.7127
  vacancy fraction: Lomer 4.0407e-06, product 8.8543e-06
  neighbour occupation = 0.15525, solutes per vacancy = 1.8630
  solute share next to vacancies = 1.65e-03
  Arrhenius slope = 0.4205 eV
Gaussian spectrum: mean -0.10 eV, width 0.15 eV
effective energy, dilute limit = -0.3176 eV
effective energy, full limit = 0.1176 eV
  x_c = 1e-08: X = 4.6066e-06, e_eff = -0.3171 eV
  x_c = 1e-06: X = 3.9355e-04, e_eff = -0.3090 eV
  x_c = 1e-04: X = 1.7130e-02, e_eff = -0.2668 eV
  x_c = 1e-02: X = 2.1648e-01, e_eff = -0.1711 eV
  x_c = 5e-01: X = 7.1580e-01, e_eff = -0.0478 eV
energy fitted at x_c = 1e-2, used at 1e-4: X = 2.7281e-03
  spectrum / fitted single energy = 6.279
closed sample: x_tot = 0.01, f = 0.02
  spectrum: x_c = 0.006508, X = 0.18111, solute at boundary = 36.22 %
  mean energy only: x_c = 0.008998, X = 0.05910, solute at boundary = 11.82 %
ring test (kT = 1): c = 0.02, b = 3.0
  g_f = 12: exact/product - 1 = -9.888e-05
  g_f = 14: exact/product - 1 = -1.338e-05
  slope at g_f = 18: exact 16.25559, formula 16.25559
canonical test, largest occupation error: 1.28e-03 (2000 sites), 6.41e-04 (4000)
```
